A particle moves in three dimensions with position $\mathbf r$, momentum $\mathbf p=-i\nabla$ and orbital angular momentum $\mathbf L=\mathbf r\times\mathbf p$. Units are chosen so that $\hbar=1$. Indices run over the three Cartesian directions, and a repeated index is summed. The basic commutator is
$$[r_j,p_k]=i\delta_{jk},\qquad\text{or}\qquad p_kr_j=r_jp_k-i\delta_{jk}.$$
Components of $\mathbf r$ commute with each other, and so do components of $\mathbf p$. All operators act on smooth functions standing to their right. The combination $\mathbf r\cdot\mathbf p$ occurs often and is abbreviated
$$D\equiv\mathbf r\cdot\mathbf p=r_jp_j .$$

## (a) From the cross product to two contractions

**Question.** In index form, $L_i=\epsilon_{ijk}r_jp_k$. Remove the epsilon symbols from $L^2=L_iL_i$ without changing the order of any operators.

**Solution.** The second factor needs its own summation indices, so
$$L^2=\epsilon_{ijk}\epsilon_{ilm}\,r_jp_k\,r_lp_m .$$
The epsilons are numbers and may be moved freely; the operators may not.

To find the sum over $i$, fix $j,k,l,m$. If $j=k$ or $l=m$, one epsilon vanishes. If $j\ne k$, a nonzero term requires $i$ to be the remaining direction, and then $l,m$ must be the same two directions as $j,k$. Equal order, $l=j$ and $m=k$, gives $(\pm1)^2=1$. Reversed order, $l=k$ and $m=j$, gives $-1$. All cases are contained in
$$\epsilon_{ijk}\epsilon_{ilm}=\delta_{jl}\delta_{km}-\delta_{jm}\delta_{kl},$$
whose right side also vanishes when $j=k$ or $l=m$. Inserting this gives
$$L^2=A-B,\qquad A=r_jp_kr_jp_k,\qquad B=r_jp_kr_kp_j .$$
If the symbols were commuting classical variables, $A$ would be $r^2p^2$ and $B$ would be $(\mathbf r\cdot\mathbf p)^2$. The quantum corrections come from the momentum standing between two positions.

## (b) Ordering the operators

**Question.** Show that
$$L^2=r^2p^2-(\mathbf r\cdot\mathbf p)^2+i\,\mathbf r\cdot\mathbf p .$$
Check the coefficient of the linear term on a function whose angular momentum can be found independently of the radial coordinate.

**Solution.** In $A$, move $p_k$ to the right of the second $r_j$:
$$A=r_j(r_jp_k-i\delta_{jk})p_k=r_jr_jp_kp_k-ir_jp_j=r^2p^2-iD.$$

In $B$, the inner product $p_kr_k$ is summed over three directions. Since $\delta_{kk}=3$,
$$p_kr_k=r_kp_k-3i .$$
Therefore
$$B=r_j(r_kp_k-3i)p_j=r_jr_kp_kp_j-3iD.$$

The first term of $B$ is not yet $D^2$. Ordering the square in the same way gives
$$D^2=r_jp_jr_kp_k=r_j(r_kp_j-i\delta_{jk})p_k=r_jr_kp_jp_k-iD .$$
Because $p_jp_k=p_kp_j$, this means $r_jr_kp_kp_j=D^2+iD$, and hence
$$B=D^2+iD-3iD=D^2-2iD.$$

Subtracting, with attention to the sign of the last term,
$$L^2=(r^2p^2-iD)-(D^2-2iD)=r^2p^2-D^2+iD,$$
which is the stated identity. No division by $r$ has occurred, so it holds at the origin as well.

With $\hbar$ restored, the last term is $i\hbar\,\mathbf r\cdot\mathbf p$. It carries an explicit factor $\hbar$ and is absent from the classical relation
$$|\mathbf r\times\mathbf p|^2=r^2p^2-(\mathbf r\cdot\mathbf p)^2 .$$
The coefficient belongs to the chosen operator order. Writing $p^2r^2$ in place of $r^2p^2$, for example, would require other correction terms.

For the check, let $h$ be a homogeneous polynomial of degree $l$ that satisfies $\nabla^2h=0$. Homogeneity means $h(\lambda\mathbf r)=\lambda^lh(\mathbf r)$. Differentiating with respect to $\lambda$ and setting $\lambda=1$ gives $r_j\partial_jh=lh$, so $Dh=-ilh$. Also $p^2h=-\nabla^2h=0$. The identity then yields
$$L^2h=0-(-il)^2h+i(-il)h=(l^2+l)h=l(l+1)h .$$
This is the known angular momentum eigenvalue. Without the linear term the result would be $l^2$. A simple instance is $h=z$, for which $l=1$ and $L^2z=2z$.

## (c) A momentum along the radius

**Question.** Let $\hat{\mathbf r}=\mathbf r/r$ for $r>0$. The operator $\hat{\mathbf r}\cdot\mathbf p$ has its factors in a particular order; a symmetric choice is
$$p_r=\tfrac12(\hat{\mathbf r}\cdot\mathbf p+\mathbf p\cdot\hat{\mathbf r}).$$
Express $p_r$ through $D$ and as a differential operator in $r$.

**Solution.** Move along a ray, keeping the angles fixed. Then $\mathbf r=r\hat{\mathbf r}$ with constant $\hat{\mathbf r}$, and the chain rule gives
$$\frac{\partial f}{\partial r}=\frac{r_j}{r}\,\partial_jf .$$
Consequently
$$D=-ir_j\partial_j=-ir\frac{\partial}{\partial r},\qquad \hat{\mathbf r}\cdot\mathbf p=\frac1rD=-i\frac{\partial}{\partial r}.$$

In the reversed order the derivative also acts on $\hat{\mathbf r}$:
$$\mathbf p\cdot\hat{\mathbf r}=\hat{\mathbf r}\cdot\mathbf p-i(\nabla\cdot\hat{\mathbf r}).$$
The divergence follows from $\partial_jr=r_j/r$:
$$\nabla\cdot\hat{\mathbf r}=\partial_j\frac{r_j}{r}=\frac3r-\frac{r_jr_j}{r^3}=\frac2r .$$
Half the sum of the two orders is therefore
$$p_r=\hat{\mathbf r}\cdot\mathbf p-\frac ir=\frac1r(D-i)=-i\left(\frac{\partial}{\partial r}+\frac1r\right).$$

The extra $1/r$ reflects the spreading of radial directions. Its effect is clearest in the form
$$p_rf=-\frac ir\frac{\partial}{\partial r}(rf).$$
For an outgoing spherical wave $f=e^{ikr}/r$, this gives $p_rf=kf$ at $r>0$. The factor $1/r$ in the amplitude, which accounts for the growing area of the wavefront, does not disturb the eigenvalue $k$.

## (d) Separating radial and angular motion

**Question.** Use parts (b) and (c) to show that, for $r>0$,
$$p^2=p_r^2+\frac{L^2}{r^2}.$$
Why is there no ambiguity in the order of $L^2$ and $1/r^2$?

**Solution.** For any smooth function $g(r)$, the product rule gives
$$[D,g]=-ir\frac{dg}{dr}.$$
With $g=1/r$ the derivative is $-1/r^2$, so $[D,1/r]=i/r$, or
$$D\frac1r=\frac1r(D+i).$$
Use this to move the inner $1/r$ in $p_r^2$ to the left:
$$p_r^2=\frac1r(D-i)\frac1r(D-i)=\frac1{r^2}(D+i-i)(D-i)=\frac1{r^2}(D^2-iD).$$
The identity from part (b), rearranged, reads
$$r^2p^2=D^2-iD+L^2 .$$
Multiplication from the left by $1/r^2$ gives
$$p^2=\frac1{r^2}(D^2-iD)+\frac1{r^2}L^2=p_r^2+\frac{L^2}{r^2}.$$
The linear term in the angular momentum identity is thus the term needed to complete the square of the symmetric radial momentum.

As for the order, the action of $L_i$ on a function of $r$ alone is
$$L_ig(r)=-i\epsilon_{ijk}r_j\frac{r_k}{r}\frac{dg}{dr}=0,$$
because $r_jr_k$ is symmetric in $j,k$ while $\epsilon_{ijk}$ is antisymmetric. Since $L_i$ is a first-order derivative operator, the product rule then gives $[L_i,g(r)]=0$. Hence $L^2$ commutes with $1/r^2$.

Applying the form of $p_r$ from part (c) twice gives
$$p_r^2f=-\frac1r\frac{\partial^2}{\partial r^2}(rf)=-\left(\frac{\partial^2f}{\partial r^2}+\frac2r\frac{\partial f}{\partial r}\right).$$
For unit mass, the kinetic energy is $p^2/2$. In a state with angular momentum $l$ it consists of a radial part $p_r^2/2$ and a centrifugal part $l(l+1)/(2r^2)$. For $l=0$ the second part is absent. For fixed $l>0$ it decreases as $1/r^2$ at large distance and becomes large near the origin.

## (e) Symmetry and the origin

**Question.** Under what conditions is $p_r$ symmetric in the inner product with volume element $r^2dr\,d\Omega$? Is it then self-adjoint? Does the separation in part (d) remain valid at $r=0$ for the function $1/r$?

**Solution.** Put $u=rf$ and $v=rg$. Then $p_rg=-iv'/r$, where the prime is $\partial/\partial r$, and the weight $r^2$ cancels:
$$\langle f|p_rg\rangle=-i\int d\Omega\int_0^\infty u^*v'\,dr,$$
$$\langle p_rf|g\rangle=i\int d\Omega\int_0^\infty u'^*v\,dr .$$
The plus sign in the second line comes from complex conjugation. The difference is a boundary term,
$$\langle f|p_rg\rangle-\langle p_rf|g\rangle=-i\int d\Omega\,[u^*v]_0^\infty .$$
Take as domain the functions for which $u$ and $u'$ are square integrable in $r$ and over the angles, with $u(0)=0$. Then $u$ also vanishes at infinity, and $p_r$ is symmetric. A wave function that is finite at the origin meets the condition there, because $rf\to0$.

The operator $-i\partial/\partial r$ lacks this property. For purely radial functions, with the common angular factor omitted and $r^2f^*g$ vanishing at both ends, integration by parts gives the difference
$$-i\int_0^\infty r^2(f^*g)'\,dr=2i\int_0^\infty rf^*g\,dr .$$
For $f=(1+ir)e^{-r}$ and $g=e^{-2r}$ this is
$$2i\int_0^\infty(r-ir^2)e^{-3r}dr=2i\left(\frac19-\frac{2i}{27}\right)=\frac4{27}+\frac{2i}{9}.$$
Direct evaluation of the two inner products gives the same value, and gives zero when $p_r$ is used.

Symmetry does not make $p_r$ self-adjoint. The boundary term vanishes whenever $v(0)=0$, even if $u(0)\ne0$. The adjoint therefore acts by the same differential expression but has no condition at the origin. Its domain contains $\chi=e^{-r}/r$, which is normalizable because $r^2|\chi|^2=e^{-2r}$. Moreover,
$$-\frac ir\frac{d}{dr}(r\chi)=-\frac ir(-e^{-r})=i\chi .$$
So the adjoint of $p_r$ has the eigenvalue $i$. A self-adjoint operator equals its adjoint and has only real eigenvalues, so $p_r$ is not self-adjoint.

Enlarging the domain does not cure this. If $S$ is a symmetric extension of $p_r$, then $\langle Sh|g\rangle=\langle h|p_rg\rangle$ for every $g$ in the original domain, so $S$ must act as the adjoint does. A genuinely new function $h$ would have $u_h=rh$ nonzero at the origin. Setting both functions equal to $h$ in the boundary formula then gives
$$\langle h|Sh\rangle-\langle Sh|h\rangle=i\int d\Omega\,|u_h(0)|^2\ne0,$$
which contradicts symmetry. Thus $p_r$ has no self-adjoint extension in this space, and it does not supply an ordinary observable with a complete set of real measured values. Physically, translation in $r$ cannot continue inward past $r=0$.

The expression $p_r^2$ remains useful in the kinetic energy. For a smooth, decaying $f$ that is finite at the origin, one integration by parts gives
$$\langle f|p_r^2f\rangle=-\int d\Omega\int_0^\infty u^*u''dr=\int d\Omega\int_0^\infty|u'|^2dr\ge0 .$$

The function $1/r$ shows where the separation fails. For $r>0$, $r(1/r)=1$, so $p_r^2(1/r)=0$, and $L^2(1/r)=0$ too. To include the origin, let $p^2$ act instead on a smooth, rapidly decaying function $\varphi$, and let $\bar\varphi(r)$ be its average over angles. The integral of $L^2\varphi$ over angles is zero, because each $L_i$ is symmetric on the sphere and annihilates the constant function. What remains is
$$\int\frac1r\,p^2\varphi\,d^3r=-4\pi\int_0^\infty(r\bar\varphi)''dr=4\pi\bar\varphi(0)=4\pi\varphi(0).$$
In the last integration, $(r\bar\varphi)'=\bar\varphi+r\bar\varphi'$ equals $\bar\varphi(0)$ at the origin and vanishes at infinity. Therefore
$$p^2\frac1r=4\pi\delta(\mathbf r).$$
The pointwise formula at $r>0$ misses this source. For $\varphi=e^{-r^2}$, where $\varphi(0)=1$, the computed integral is $12.566371$, in agreement with $4\pi$.

## (f) A bound state with both kinds of motion

**Question.** A particle of unit mass moves in the model potential $V=-1/r$, in Hartree atomic units. Its state is
$$\psi=Nz(6-r)e^{-r/3},$$
with $N$ real. Verify that this is an energy eigenstate, evaluate the terms of the angular momentum identity, and divide the kinetic energy into radial and centrifugal parts.

**Solution.** Part (b) gives $L^2z=2z$, and $L^2$ commutes with functions of $r$. Thus $L^2\psi=2\psi$ and $l=1$. Since $z=r\cos\theta$, the radial function is proportional to $R=r(6-r)e^{-r/3}$, and
$$u=rR=(6r^2-r^3)e^{-r/3}.$$
Two differentiations give
$$u'=\left(12r-5r^2+\tfrac13r^3\right)e^{-r/3},$$
$$u''=\left(12-14r+\tfrac83r^2-\tfrac19r^3\right)e^{-r/3}.$$
By part (d), the Hamiltonian acts on $u$ as $-\frac12u''+u/r^2-u/r$. The constant and linear terms cancel, leaving
$$\left(-\tfrac13r^2+\tfrac1{18}r^3\right)e^{-r/3}=-\tfrac1{18}u .$$
The energy is $E=-1/18=-0.055556$ hartree. This is the state with $n=3$, $l=1$, $m=0$.

Numerical integration in three dimensions, with the Cartesian operators, gives
$$\langle r^2p^2\rangle=5,\qquad\langle D^2\rangle=1.5,\qquad\langle iD\rangle=-1.5 .$$
The identity therefore gives $5-1.5-1.5=2$, as required. The two contractions are
$$\langle A\rangle=5-(-1.5)=6.5,$$
$$\langle B\rangle=1.5-2(-1.5)=4.5,$$
and their difference is again $2$.

The value of $\langle iD\rangle$ can be understood without integration. Since $\mathbf p\cdot\mathbf r=D-3i$,
$$D=\tfrac12(\mathbf r\cdot\mathbf p+\mathbf p\cdot\mathbf r)+\tfrac{3i}{2}.$$
The first part is symmetric, so its expectation value is real. It is also $i$ times a real differential operator, so in a real wave function its expectation value is imaginary. It must vanish. Hence $\langle D\rangle=3i/2$ and $\langle iD\rangle=-3/2$. This value is common to normalized, decaying real wave functions for which the integrals exist, and says nothing specific about the Coulomb potential.

The total kinetic energy follows from $\langle[D,H]\rangle=0$ in the bound eigenstate. The two commutators are
$$[D,p^2/2]=ip^2,\qquad[D,-1/r]=-i/r .$$
Thus $\langle p^2\rangle=\langle1/r\rangle=-\langle V\rangle$. With $T=\langle p^2\rangle/2$, this means $\langle V\rangle=-2T$, so $E=-T$. Hence $T=0.055556$ hartree and $\langle p^2\rangle=0.111111$ in atomic units.

For the centrifugal part, use $\int_0^\infty r^qe^{-r/a}dr=q!\,a^{q+1}$ with $a=3/2$:
$$\int_0^\infty R^2dr=72a^3-72a^4+24a^5=18a^3,$$
$$\int_0^\infty u^2dr=864a^5-1440a^6+720a^7=324a^5 .$$
Their ratio is
$$\left\langle\frac1{r^2}\right\rangle=\frac{18a^3}{324a^5}=\frac1{18a^2}=\frac2{81}=0.024691 .$$
Multiplication by $l(l+1)=2$ gives $\langle L^2/r^2\rangle=4/81=0.049383$. Subtraction then gives
$$\langle p_r^2\rangle=0.111111-0.049383=0.061728 .$$

Half of each value is an energy. The radial part is $0.030864$ hartree, or $0.8399$ eV, and the centrifugal part is $0.024691$ hartree, or $0.6719$ eV. Their shares of the total, $1.5117$ eV, are $55.56\,\%$ and $44.44\,\%$. The centrifugal energy has the same numerical value as $\langle1/r^2\rangle$ because $l(l+1)/2=1$ for this $l$; the two quantities are different.

Finally, consider what happens if $p_r^2$ is replaced by $-\partial^2/\partial r^2$. The omitted term contributes
$$\left\langle-\frac2r\frac{\partial}{\partial r}\right\rangle=-\frac{\int_0^\infty r(R^2)'dr}{\int_0^\infty u^2dr}=\frac{\int_0^\infty R^2dr}{\int_0^\infty u^2dr}=\left\langle\frac1{r^2}\right\rangle,$$
where $rR^2$ vanishes at both ends. The replacement would therefore give $0.061728-0.024691=0.037037$ instead of $0.061728$, a reduction of the radial term by two fifths.

## Numbers as computed

```
Model: unit mass in potential -1/r, atomic units
Quantum numbers: n = 3, l = 1, m = 0
Energy eigenvalue = -0.055556 hartree
Expectation values in units of hbar^2:
  A = r_j p_k r_j p_k: 6.500000
  B = r_j p_k r_k p_j: 4.500000
  r^2 p^2: 5.000000
  (r.p)^2: 1.500000
  i r.p (with factor hbar): -1.500000
  L^2 from the cross product: 2.000000
  sum r^2p^2-(r.p)^2+i r.p: 2.000000
Expectation values in atomic units (1/bohr^2, hbar = 1):
  p^2: 0.111111
  p_r^2: 0.061728
  L^2/r^2: 0.049383
  1/r^2: 0.024691
  -d^2/dr^2 without the 1/r term: 0.037037
Kinetic energies:
  total: 0.055556 hartree = 1.5117 eV
  radial: 0.030864 hartree = 0.8399 eV
  centrifugal: 0.024691 hartree = 0.6719 eV
Radial share of kinetic energy: 55.56 %
Centrifugal share: 44.44 %
Symmetry test: f = (1 + i r)exp(-r), g = exp(-2r)
  defect for p_r: 0 (atomic units)
  defect for -i d/dr: 4/27 + 2*I/9 (atomic units)
Boundary defect for f = g = exp(-r)/r: I (atomic units)
Delta weight of p^2(1/r): 12.566371 (dimensionless)
```
